# Radiative Exchange Between Two Grey Plates and Vacuum Heating of a Wafer, part 1

(Sections cited here and not found follow in the second part.)

## The exchange law

A calculation of wafer temperature in a vacuum epitaxy chamber needs a number for the heat that passes by radiation from a hot heater plate to the wafer behind which it stands. The black-body fluxes of the two surfaces are fixed by their temperatures. What must be decided is the factor that multiplies their difference. If the light crossed the gap once and whatever the wafer reflected were lost, the factor would be the product $e_1e_2$ of the two emissivities. In a narrow gap the reflected light is not lost: it returns to the heater, is partly reflected again, and has another chance to be absorbed. For emissivities 0.85 and 0.68 the product leaves out 4.8% of the true flux. For two surfaces of emissivity 0.1 the product is 0.010, while the correct factor is $1/19\approx0.053$, so the single-pass estimate is too small by a factor of about five.

### Setting and assumptions

Two plates face each other and are parallel and infinite in extent. Plate $i$, with $i=1,2$, has uniform temperature $T_i$ and emissivity $e_i$, where $0<e_i\le1$. The emissivity is the flux that the surface emits divided by the flux that a black surface emits at the same temperature. A flux is an energy per unit area and unit time. The following is assumed.

1. The gap is empty, so that nothing in it absorbs, emits or conducts.
2. The plates are opaque: light that strikes a plate is absorbed or reflected, not transmitted.
3. The plates are grey: the absorbed fraction of incident light depends neither on its wavelength nor on its direction or polarization.
4. Each surface emits as it would in thermal equilibrium at its own temperature, and reflection does not change the frequency of light.
5. The gap is wide compared with the wavelengths of the thermal radiation, so that the energies of successive reflections can be added without interference, and fields bound to one surface do not reach the other.

Reflection may be mirror-like or diffuse. The plates are held at their temperatures and the radiation is steady. The algebra uses atomic units, in which $\hbar=1$, the speed of light is $c=1/\alpha$ with $\alpha$ the fine-structure constant, and temperature enters as the energy $\tau=kT$ in hartree. Numbers for the heater and the wafer are given in kelvin and W/cm².

### The flux of a black surface

**Lemma 1.** A black surface at temperature $T$ emits the flux

$$E=\frac{\pi^2\tau^4}{60\,c^2}=\sigma T^4 .$$

*Proof.* A black surface absorbs all light that strikes it. When it is in equilibrium with radiation at its own temperature, it must emit as much as it absorbs. It is therefore enough to find the flux that equilibrium radiation brings to a surface.

One mode of the field with frequency $\omega$ holds $n$ photons with a probability proportional to $x^n$, where $x=e^{-\omega/\tau}$. Since $\sum_n x^n=1/(1-x)$, and since applying $x\,d/dx$ to this sum gives $\sum_n nx^n=x/(1-x)^2$, the mean number of photons is

$$\bar n=\frac{x/(1-x)^2}{1/(1-x)}=\frac{x}{1-x}=\frac{1}{e^{\omega/\tau}-1}.$$

There are $2\,d^3k/(2\pi)^3$ modes per unit volume, the factor 2 counting the polarizations. A photon that travels at angle $\theta$ to the surface normal approaches the surface with speed $c\mu$, where $\mu=\cos\theta$. Only the directions of one hemisphere, $0<\mu<1$, lead to the surface. The flux is therefore

$$E=\int_0^\infty\frac{2k^2dk}{(2\pi)^3}\;2\pi\int_0^1 d\mu\;c\mu\,\omega\,\bar n .$$

The integral of $\mu$ is $1/2$, so the constants combine to $2\cdot2\pi\cdot\tfrac12/(8\pi^3)=1/(4\pi^2)$. With $k=\omega/c$ we have $k^2dk=\omega^2d\omega/c^3$, and one factor $c$ comes from the speed. Hence

$$E=\int_0^\infty\frac{\omega^3\,d\omega}{4\pi^2c^2\,(e^{\omega/\tau}-1)} .$$

Put $\omega=\tau y$. Four powers of $\tau$ come out, and

$$E=\frac{\tau^4}{4\pi^2c^2}\int_0^\infty\frac{y^3\,dy}{e^y-1}.$$

Expanding $1/(e^y-1)=\sum_{m\ge1}e^{-my}$ and using $\int_0^\infty y^3e^{-my}dy=6/m^4$ gives $6\sum_m m^{-4}$ for the integral.

The sum follows from the Fourier series of $y^2$ on $(-\pi,\pi)$. Two integrations by parts give the coefficients $4(-1)^m/m^2$, so $y^2=\pi^2/3+\sum_m 4(-1)^m\cos(my)/m^2$. The mean of the square of the left side is $\pi^4/5$. On the right the mean square is $\pi^4/9+\tfrac12\sum_m16/m^4$, because different cosines are orthogonal and each $\cos^2$ has mean $1/2$. Therefore

$$8\sum_m\frac1{m^4}=\pi^4\left(\frac15-\frac19\right)=\frac{4\pi^4}{45},\qquad \sum_m\frac1{m^4}=\frac{\pi^4}{90}.$$

The integral is $6\pi^4/90=\pi^4/15$, and division by $4\pi^2$ gives $\pi^2/60$. ∎

Restoring the constants gives $\sigma=\pi^2k^4/(60\hbar^3c^2)=5.670\times10^{-8}$ W/(m² K⁴). For a plate at 1300 K, $\tau=4.117\times10^{-3}$ hartree and $E=2.516\times10^{-15}$ atomic units, which is 16.20 W/cm².

### Absorption and emission

**Lemma 2 (Kirchhoff's law for a grey plate).** The fraction of incident light that plate $i$ absorbs equals its emissivity $e_i$, and the fraction that it reflects is $r_i=1-e_i$.

*Proof.* Place the plate opposite a black plate of the same temperature. Between them put an ideal lossless filter that passes a narrow band of frequencies and reflects all others. Outside the band, each plate receives its own side's light back, and no energy crosses the filter. Inside the band, let the black plate emit the flux $\Delta E$. The grey plate absorbs a fraction $a$ of it, and the remainder returns to the black plate, where it is absorbed. The grey plate emits $e\,\Delta E$ in the same band, which the black plate absorbs. The grey plate thus gains $(a-e)\Delta E$. Heat cannot pass of itself in a steady stream between bodies of equal temperature, since it could then be used to build up a temperature difference without work. Hence $a=e$ in every band. By assumption 3 the absorbed fraction is the same in all bands, so the emissivity in each band equals the total emissivity $e_i$. Since the plate is opaque, the rest of the light is reflected. ∎

The absorbed fraction is a property of the receiving surface at its own temperature. The light that reaches it comes from a plate at another temperature and has another spectrum. Greyness is what allows the same number $e_i$ to be used for that light.

### The fate of emitted light

**Lemma 3.** Of the energy that plate 1 emits, the fraction $e_2/(1-r_1r_2)$ is finally absorbed by plate 2, and the fraction $r_2e_1/(1-r_1r_2)$ is absorbed by plate 1 itself.

*Proof.* Let the emitted energy be $U$. Because the plates are infinite, all of it reaches plate 2, whatever its direction. Plate 2 absorbs $e_2U$ and reflects $r_2U$. All of the reflected light reaches plate 1, which absorbs $e_1r_2U$ and sends back $r_1r_2U$. The situation is now that of the start, with the energy reduced by the factor $\rho=r_1r_2$. The next round trip reduces it by the same factor, and so on. Plate 2 absorbs after $m$ arrivals

$$e_2U(1+\rho+\rho^2+\dots+\rho^{m-1})=e_2U\,\frac{1-\rho^m}{1-\rho}.$$

The closed form holds because multiplying the bracket by $1-\rho$ cancels all terms except the first and the last. Both emissivities are positive, so $\rho<1$ and $\rho^m$ tends to zero. This gives the first fraction. Plate 1 absorbs $e_1r_2U$ in the first round trip and $\rho$ times as much in each later one, which gives the second. ∎

The two fractions must add to one. Writing out the denominator,

$$1-r_1r_2=1-(1-e_1)(1-e_2)=e_1+e_2-e_1e_2 ,$$

and the two numerators add to $e_2+(1-e_2)e_1=e_1+e_2-e_1e_2$, which is the same. No energy is lost in the account.

### The theorem

**Theorem.** Under assumptions 1 to 5 the net flux from plate 1 to plate 2 is

$$q=\frac{\sigma(T_1^4-T_2^4)}{\dfrac1{e_1}+\dfrac1{e_2}-1}.$$

It is positive when heat passes from plate 1 to plate 2.

*Proof.* Write $E_i=\sigma T_i^4$. Plate 1 emits $e_1E_1$. By Lemma 3 plate 2 absorbs from this

$$P_{12}=\frac{e_1e_2E_1}{1-r_1r_2}.$$

Exchanging the labels gives the energy that plate 1 absorbs from the light of plate 2,

$$P_{21}=\frac{e_1e_2E_2}{1-r_1r_2}.$$

The light that returns to the plate that emitted it appears once as a loss and once as an equal gain of that plate, and so drops out of its balance. Plate 1 therefore loses $P_{12}-P_{21}$, and plate 2 gains the same amount:

$$q=\frac{e_1e_2(E_1-E_2)}{e_1+e_2-e_1e_2}.$$

Dividing numerator and denominator by $e_1e_2$ turns the denominator into $1/e_2+1/e_1-1$. ∎

If the series is stopped after $m$ terms, the flux is $q(1-\rho^m)$. The part left out, relative to the full flux, is $\rho^m$. The single-pass estimate $e_1e_2(E_1-E_2)$ is the case $m=1$, and its relative error is the product of the reflectivities.

### The same result from total outgoing fluxes

The reflections can also be summed without following them one by one. Let $J_i$ be the total flux that leaves plate $i$, emitted and reflected together. All of it falls on the other plate, so

$$J_1=e_1E_1+r_1J_2,\qquad J_2=e_2E_2+r_2J_1,\qquad q=J_1-J_2 .$$

Insert $J_2=J_1-q$ in the first equation. It becomes $J_1(1-r_1)=e_1E_1-r_1q$, and since $1-r_1=e_1$,

$$E_1-J_1=\frac{r_1}{e_1}\,q .$$

In the second equation insert $J_1=J_2+q$. Then $e_2J_2=e_2E_2+r_2q$, or

$$J_2-E_2=\frac{r_2}{e_2}\,q .$$

Adding these two differences to $J_1-J_2=q$ gives

$$E_1-E_2=q\left(\frac{r_1}{e_1}+1+\frac{r_2}{e_2}\right).$$

Because $r_i/e_i=1/e_i-1$, the bracket is $1/e_1+1/e_2-1$, as in the theorem. The flux difference acts like a voltage across three resistances in series: one for each imperfect surface, which vanishes when that surface is black, and one of value 1 for the gap. The $-1$ in the formula is what remains of the two surface terms $-1$ and the gap term $+1$.

Solving for the outgoing fluxes themselves, by inserting each equation in the other, gives

$$J_1=\frac{e_1E_1+r_1e_2E_2}{1-r_1r_2},\qquad J_2=\frac{e_2E_2+r_2e_1E_1}{1-r_1r_2}.$$

### Limits

If both plates are black, the denominator is 1 and $q=E_1-E_2$. If plate 1 alone is black, $q=e_2(E_1-E_2)$: light reflected by plate 2 is absorbed at its first return, and a single pass is the whole story.

If $e_1$ tends to zero while $e_2$ stays fixed, the term $1/e_1$ dominates and $q\approx e_1(E_1-E_2)$. The emissivity of the darker plate no longer matters at leading order. Light from the shiny plate that the dark plate reflects is sent back by the shiny plate almost without loss each time, until nearly all of it is taken up by the dark plate. For any emissivities, $1/e_2-1\ge0$ makes the denominator at least $1/e_1$, and likewise at least $1/e_2$. The magnitude of the flux therefore never exceeds the smaller emissivity times $|E_1-E_2|$. One shiny surface is enough to impede the exchange.

For nearly equal temperatures, factor the difference of fourth powers:

$$T_1^4-T_2^4=(T_1-T_2)(T_1+T_2)(T_1^2+T_2^2)\approx4T^3(T_1-T_2).$$

The flux is then proportional to the temperature difference, with a coefficient $4\sigma T^3/(1/e_1+1/e_2-1)$ that grows as the cube of the temperature.

### What Kirchhoff's law contributes

Suppose that the emissivities $e_i$ and the absorbed fractions $a_i$ were unrelated. The argument of Lemma 3 uses the absorbed fractions for every encounter and the emissivity once, for the emission. It would give

$$q=\frac{e_1a_2E_1-e_2a_1E_2}{1-(1-a_1)(1-a_2)} .$$

Take $e_1=0.8$, $a_1=0.5$, $e_2=a_2=0.6$ and equal temperatures, $E_1=E_2=E$. The numerator is $(0.48-0.30)E=0.18E$, the denominator is $1-0.5\cdot0.4=0.8$, and $q=0.225E$. Heat would stream between plates of equal temperature. The difference $T_1^4-T_2^4$ in the theorem thus rests on Kirchhoff's law and does not follow from the counting of reflections alone.

## A wafer heated in vacuum, and the limits of the law

Plate 1 is now the heater and plate 2 the wafer. As before, $T_i$ is a temperature, $e_i$ an emissivity, $r_i=1-e_i$ a reflectivity and $E_i=\sigma T_i^4$ a black-body flux. For infinite, opaque, grey plates the first half gave the net flux

$$q=\frac{E_1-E_2}{A},\qquad A=\frac1{e_1}+\frac1{e_2}-1,$$

and the total flux leaving plate 2, $J_2=e_2E_2+r_2J_1$, with $J_1$ the total flux leaving plate 1 and $q=J_1-J_2$. The chamber that surrounds the wafer has temperature $T_0$ and $E_0=\sigma T_0^4$.

### The temperature of the wafer

**Proposition 1.** Let the wafer receive heat from the heater at its back and lose heat from its front to a large chamber of uniform temperature, and let both faces have emissivity $e_2$. In the steady state

$$E_2=\frac{BE_1+AE_0}{A+B},\qquad B=\frac1{e_2}.$$

*Proof.* Light that leaves the wafer's front for a large chamber has a negligible chance of coming back before it is absorbed, and the light that arrives from the chamber is black-body radiation of temperature $T_0$. The front thus emits $e_2E_2$ and absorbs $e_2E_0$, and loses $e_2(E_2-E_0)=(E_2-E_0)/B$. This is also what the theorem gives for a black partner plate. In the steady state the gain at the back equals this loss:

$$\frac{E_1-E_2}{A}=\frac{E_2-E_0}{B}.$$

Multiply by $AB$ to get $BE_1-BE_2=AE_2-AE_0$, and collect the terms with $E_2$. ∎

Consider a heavily doped silicon wafer 200 mm across and 0.725 mm thick, 5 mm in front of a graphite plate at 1300 K, in a chamber at 300 K. The emissivities are taken as $e_1=0.85$ and $e_2=0.68$. These are rough typical values. Then

$$A=\frac1{0.85}+\frac1{0.68}-1=1.647,\qquad B=\frac1{0.68}=1.471 .$$

The black-body fluxes are $E_1=16.195$ and $E_0=0.046$ W/cm², so

$$E_2=\frac{1.471\cdot16.195+1.647\cdot0.046}{1.647+1.471}=7.66\ \text{W/cm}^2 .$$

The wafer temperature follows from the fourth root,

$$T_2=1300\ \text{K}\left(\frac{7.66}{16.195}\right)^{1/4}=1078\ \text{K},$$

or about 805 °C. The net flux is

$$q=\frac{16.195-7.663}{1.647}=5.18\ \text{W/cm}^2,$$

which is $3.23\times10^3$ eV per Å² and second.

At these temperatures the first term of the reflection series gives 4.93 W/cm², two terms give 5.17 W/cm², and three give 5.18 W/cm². The round-trip factor is $r_1r_2=0.15\cdot0.32=0.048$, so each further term removes all but 4.8% of the remaining error.

This part has derived the net radiative flux between two infinite, opaque, grey plates and used it to find a wafer temperature of 1078 K in the example. It remains to explain why the wafer emissivity hardly affects this result, to find what a pyrometer would read, and to examine edge losses, emissivities that vary with frequency or direction, and the conditions in a real chamber.
